# Maximum temperature of a Joule-heated metallic filament from the Wiedemann-Franz law: test program

```python
"""
Result under test: a filament between two electrodes at temperature T0, with
voltage V between them, heat leaving only through the electrodes, and the
Wiedemann-Franz law kappa = L*sigma*T, has in steady state
        T_max**2 = T0**2 + V**2/(4*L),   L = (pi**2/3)*(kB/e)**2,
whatever its shape and its electrical conductivity sigma(position, T).
kappa: thermal conductivity; phi: potential, -V/2 and +V/2 at the electrodes.
The program also sizes the effects that this model leaves out, for a copper
filament in SiO2 with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import bmat, coo_matrix, diags, identity
from scipy.sparse.linalg import spsolve
from scipy.special import k0, k1

kB, e, hbar, m_e = const.k, const.e, const.hbar, const.m_e
LORENZ = np.pi**2 / 3 * (kB / e)**2


def t_max_formula(voltage, t_end):
    return np.sqrt(t_end**2 + voltage**2 / (4 * LORENZ))


# ---------- Two-dimensional test, in units where L = 1 ----------
def harmonic(a, b):
    return 2 * a * b / (a + b)


def solve_sheet(power, t_left, t_right, voltage, nx=81, ny=31):
    """Charge and heat balance on a slit, uneven sheet; sigma ~ T**power."""
    x, y = np.meshgrid(np.linspace(0, 1, nx), np.linspace(0, 1, ny))
    base = np.exp(0.7 * np.sin(5 * x + 1) + 0.6 * np.cos(3 * y + 2 * x)).ravel()
    index = np.arange(nx * ny).reshape(ny, nx)
    keep = np.ones((ny, nx - 1), bool)
    keep[:ny // 2, nx // 3] = False            # insulating slit
    start = np.concatenate([index[:, :-1][keep], index[:-1].ravel()])
    stop = np.concatenate([index[:, 1:][keep], index[1:].ravel()])
    n_edge = len(start)
    rows = np.concatenate([np.arange(n_edge)] * 2)
    signs = np.concatenate([-np.ones(n_edge), np.ones(n_edge)])
    grad = coo_matrix((signs, (rows, np.concatenate([start, stop]))),
                      shape=(n_edge, nx * ny)).tocsr()
    fixed = np.concatenate([index[:, 0], index[:, -1]])
    free = index[:, 1:-1].ravel()

    def relax(weight, source, left, right):
        lap = (grad.T @ diags(weight) @ grad).tocsr()
        field = np.zeros(nx * ny)
        field[index[:, 0]], field[index[:, -1]] = left, right
        rhs = source[free] - lap[free][:, fixed] @ field[fixed]
        field[free] = spsolve(lap[free][:, free].tocsc(), rhs)
        return field

    temp = (t_left + (t_right - t_left) * x).ravel()
    change = np.inf
    for _ in range(150):
        sigma = base * temp**power
        kappa = sigma * temp
        w_sigma = harmonic(sigma[start], sigma[stop])
        w_kappa = harmonic(kappa[start], kappa[stop])
        phi = relax(w_sigma, np.zeros(nx * ny), -voltage / 2, voltage / 2)
        joule = 0.5 * (abs(grad).T @ (w_sigma * (grad @ phi)**2))
        new = relax(w_kappa, joule, t_left, t_right)
        change = np.max(np.abs(new - temp))
        temp = 0.5 * (temp + new)
        if change < 1e-8:
            break
    assert change < 1e-6, "sheet iteration did not converge"
    return temp, phi


sheet_report = []
for power, t1, t2 in ((-1, 1.0, 1.0), (1, 1.0, 1.0), (-1, 1.0, 2.5)):
    v = 4.0
    temp, phi = solve_sheet(power, t1, t2, v)
    mean_sq, diff_sq = (t1**2 + t2**2) / 2, t2**2 - t1**2
    local_sq = mean_sq + v**2 / 4 + diff_sq * phi / v - phi**2
    peak = np.sqrt(mean_sq + v**2 / 4 + diff_sq**2 / (4 * v**2))
    local_error = np.max(np.abs(temp**2 - local_sq)) / peak**2
    # tolerances: finite grid, with a singular field at the tip of the slit
    assert abs(temp.max() / peak - 1) < 5e-3
    assert local_error < 1e-2
    sheet_report.append((power, t2, temp.max(), peak, local_error))

# ---------- Example parameters (rough typical values) ----------
T0, V = 300.0, 0.2                    # K, V
LENGTH, RADIUS = 30e-9, 5e-9          # m
SIGMA0, RHO_SLOPE = 5e6, 3e-4         # S/m at T0; relative rise of 1/sigma per K
KAPPA_LATTICE, KAPPA_OXIDE = 4.0, 1.4  # W/(m K)
COUPLING = 1e17                       # electron-lattice coupling, W/(m^3 K)
SIGMA_ELECTRODE = 1e7                 # S/m
FERMI = 7.0 * e                       # J
HEAT_CAP_OXIDE = 1.6e6                # J/(m^3 K)
T_MELT = 1400.0                       # K, copper, rough
TIGHT = 1e21                          # coupling that enforces one temperature


def solve_filament(radius, length, kappa_lat, coupling, leak,
                   slope=RHO_SLOPE, n=201):
    """Electron and lattice temperature along a wire; leak in W/(m K)."""
    h, area = length / (n - 1), np.pi * radius**2
    t_el = T0 + 100 * np.sin(np.pi * np.linspace(0, 1, n))
    unit = identity(n - 2)
    second = diags([-np.ones(n - 3), 2 * np.ones(n - 2), -np.ones(n - 3)],
                   [-1, 0, 1]) / h**2
    change = np.inf
    for _ in range(300):
        rho = (1 + slope * (t_el - T0)) / SIGMA0
        kappa = LORENZ * t_el / rho
        rho_f = (rho[1:] + rho[:-1]) / 2
        kap_f = (kappa[1:] + kappa[:-1]) / 2
        current = V / (rho_f.sum() * h / area)
        heat_f = (current / area)**2 * rho_f
        heat = (heat_f[1:] + heat_f[:-1]) / 2
        conduct = diags([-kap_f[1:-1], kap_f[1:] + kap_f[:-1], -kap_f[1:-1]],
                        [-1, 0, 1]) / h**2
        matrix = bmat([[conduct + coupling * unit, -coupling * unit],
                       [-coupling * unit, kappa_lat * second
                        + (coupling + leak / area) * unit]]).tocsc()
        rise = spsolve(matrix, np.concatenate([heat, np.zeros(n - 2)]))
        new = np.full(n, T0)
        new[1:-1] += rise[:n - 2]
        change = np.max(np.abs(new - t_el))
        t_el = 0.5 * (t_el + new)
        if change < 1e-7:
            break
    assert change < 1e-4, "filament iteration did not converge"
    return t_el.max(), T0 + rise[n - 2:].max(), current


def side_leak(radius, length):
    """Heat loss per length and kelvin into oxide between cold planes,
    for a half-sine temperature profile along the filament."""
    u = np.pi * radius / length
    return 2 * np.pi * KAPPA_OXIDE * u * k1(u) / k0(u)


# Side loss against a radial finite-difference solution, s = ln(r/radius)
u = np.pi * RADIUS / LENGTH
s = np.linspace(0, np.log(20 / u), 4001)
ds = s[1] - s[0]
inner = s[1:-1]
radial = diags([np.ones(len(inner) - 1),
                -2 - ds**2 * u**2 * np.exp(2 * inner),
                np.ones(len(inner) - 1)], [-1, 0, 1]).tocsc()
rhs = np.zeros(len(inner))
rhs[0] = -1.0
f = spsolve(radial, rhs)
slope_at_wall = (-3 + 4 * f[0] - f[1]) / (2 * ds)
leak_numeric = -2 * np.pi * KAPPA_OXIDE * slope_at_wall
leak = side_leak(RADIUS, LENGTH)
assert abs(leak_numeric / leak - 1) < 1e-3

# Ideal filament, and lattice conduction with constant sigma
t_ideal = t_max_formula(V, T0)
t_num, _, current = solve_filament(RADIUS, LENGTH, 0.0, TIGHT, 0.0)
assert abs(t_num / t_ideal - 1) < 1e-3
shift = KAPPA_LATTICE / SIGMA0 / LORENZ
t_lat_formula = np.sqrt((T0 + shift)**2 + V**2 / (4 * LORENZ)) - shift
t_lat_num, _, _ = solve_filament(RADIUS, LENGTH, KAPPA_LATTICE, TIGHT, 0.0,
                                 slope=0.0)
assert abs(t_lat_num / t_lat_formula - 1) < 1e-3
assert t_ideal - t_lat_formula > 5        # the test can tell the two apart

# Losses one by one and together
t_side, _, _ = solve_filament(RADIUS, LENGTH, 0.0, TIGHT, leak)
t_both, _, _ = solve_filament(RADIUS, LENGTH, KAPPA_LATTICE, TIGHT, leak)
t_e, t_a, _ = solve_filament(RADIUS, LENGTH, KAPPA_LATTICE, COUPLING, leak)
BIG_LENGTH, BIG_RADIUS = 100e-9, 20e-9
big_e, big_a, big_current = solve_filament(
    BIG_RADIUS, BIG_LENGTH, KAPPA_LATTICE, COUPLING,
    side_leak(BIG_RADIUS, BIG_LENGTH))
for value in (t_lat_num, t_side, t_both, t_e, big_e):
    assert T0 < value < t_ideal
assert t_a < t_e and big_a < big_e

# Lorenz ratio from transport integrals at T_max, constant mean free path
kt = kB * t_ideal


def transport(order):
    return quad(lambda z: (1 + z * kt / FERMI) * z**order
                / (4 * np.cosh(z / 2)**2), -40, 40, points=[0], limit=200)[0]


k_0, k_1, k_2 = (transport(order) for order in range(3))
lorenz_numeric = (k_2 / k_0 - (k_1 / k_0)**2) * (kB / e)**2
seebeck = kB / e * k_1 / k_0
assert abs(lorenz_numeric / LORENZ - 1) < 1e-3

# Electrode spreading, ballistic resistance and other sizes
resistance = V / current
spread = 1 / (4 * SIGMA_ELECTRODE * RADIUS)
fraction = resistance / (resistance + 2 * spread)
t_end = np.sqrt(T0**2 + V**2 * (1 - fraction**2) / (4 * LORENZ))
k_fermi = np.sqrt(2 * m_e * FERMI) / hbar
free_path = 3 * np.pi**2 * hbar * SIGMA0 / (e * k_fermi)**2
sharvin = const.h / (2 * e**2) * 4 / (k_fermi * RADIUS)**2
settle = HEAT_CAP_OXIDE * (LENGTH / np.pi)**2 / KAPPA_OXIDE
v_melt = 2 * np.sqrt(LORENZ * (T_MELT**2 - T0**2))

print("SHEET TEST (units with L = 1, V = 4, left end at T = 1)")
for power, t2, found, peak, err in sheet_report:
    print(f" sigma~T^{power:+d}, right end {t2}: Tmax solved {found:.4f},"
          f" formula {peak:.4f}, local error {err:.1e}")
print("INPUTS (rough typical values)")
print(f" T0 = {T0:.0f} K, V = {V} V")
print(f" length = {LENGTH*1e9:.0f} nm, radius = {RADIUS*1e9:.0f} nm")
print(f" sigma(T0) = {SIGMA0:.1e} S/m, resistivity slope = {RHO_SLOPE:.0e} /K")
print(f" kappa lattice = {KAPPA_LATTICE}, oxide = {KAPPA_OXIDE} W/(m K)")
print(f" electron-lattice coupling = {COUPLING:.0e} W/(m^3 K)")
print(f" electrode sigma = {SIGMA_ELECTRODE:.0e} S/m")
print(f" Fermi energy = {FERMI/e:.1f} eV")
print(f" oxide heat capacity = {HEAT_CAP_OXIDE:.1e} J/(m^3 K)")
print("IDEAL MODEL")
print(f" L = {LORENZ:.4e} V^2/K^2")
print(f" V^2/(4L) = {V**2/(4*LORENZ):.4e} K^2")
print(f" Tmax formula = {t_ideal:.1f} K, kB*Tmax = {kt/e*1e3:.1f} meV")
print(f" Tmax from 1D solution = {t_num:.1f} K")
print(f" high-voltage slope 1/(2 sqrt L) = {1/(2*np.sqrt(LORENZ)):.0f} K/V")
for volt in (0.05, 0.1, 0.2, 0.3, 0.5):
    print(f" V = {volt:.2f} V: Tmax = {t_max_formula(volt, T0):.0f} K")
print(f" V for Tmax = {T_MELT:.0f} K (copper melts, rough): {v_melt:.3f} V")
print(f" current = {current*1e3:.2f} mA, resistance = {resistance:.1f} ohm")
print("NEGLECTED EFFECTS")
print(f" lattice conduction, constant sigma: formula {t_lat_formula:.1f} K,"
      f" solved {t_lat_num:.1f} K")
print(f" side loss coefficient = {leak:.2f} W/(m K),"
      f" radial solution {leak_numeric:.2f}")
print(f" Tmax with side loss only = {t_side:.0f} K")
print(f" Tmax with lattice conduction and side loss = {t_both:.0f} K")
print(f" same, two temperatures: electrons {t_e:.0f} K, atoms {t_a:.0f} K")
print(f" filament {BIG_LENGTH*1e9:.0f} nm long, radius {BIG_RADIUS*1e9:.0f} nm:"
      f" electrons {big_e:.0f} K, atoms {big_a:.0f} K")
print(f" current in that filament = {big_current*1e3:.1f} mA")
print(f" spreading resistance per electrode = {spread:.1f} ohm")
print(f" filament share of the voltage = {fraction:.3f}")
print(f" V between cold electrode depths: filament ends at {t_end:.0f} K")
print(f" V across filament alone: ideal Tmax = "
      f"{t_max_formula(V/fraction, T0):.0f} K")
print(f" mean free path = {free_path*1e9:.1f} nm,"
      f" ballistic resistance = {sharvin:.1f} ohm")
print(f" Lorenz ratio at Tmax / L - 1 = {lorenz_numeric/LORENZ-1:.1e}")
print(f" thermopower size = {seebeck*1e6:.1f} uV/K,"
      f" S^2/L = {seebeck**2/LORENZ:.1e}")
print(f" oxide settling time = {settle*1e9:.2f} ns")
print(f" mean field = {V/LENGTH*1e-8:.3f} MV/cm")
print("every check passed")
```

Output:

```
SHEET TEST (units with L = 1, V = 4, left end at T = 1)
 sigma~T^-1, right end 1.0: Tmax solved 2.2359, formula 2.2361, local error 1.7e-04
 sigma~T^+1, right end 1.0: Tmax solved 2.2367, formula 2.2361, local error 1.1e-03
 sigma~T^-1, right end 2.5: Tmax solved 2.8382, formula 2.8383, local error 9.4e-05
INPUTS (rough typical values)
 T0 = 300 K, V = 0.2 V
 length = 30 nm, radius = 5 nm
 sigma(T0) = 5.0e+06 S/m, resistivity slope = 3e-04 /K
 kappa lattice = 4.0, oxide = 1.4 W/(m K)
 electron-lattice coupling = 1e+17 W/(m^3 K)
 electrode sigma = 1e+07 S/m
 Fermi energy = 7.0 eV
 oxide heat capacity = 1.6e+06 J/(m^3 K)
IDEAL MODEL
 L = 2.4430e-08 V^2/K^2
 V^2/(4L) = 4.0933e+05 K^2
 Tmax formula = 706.6 K, kB*Tmax = 60.9 meV
 Tmax from 1D solution = 706.6 K
 high-voltage slope 1/(2 sqrt L) = 3199 K/V
 V = 0.05 V: Tmax = 340 K
 V = 0.10 V: Tmax = 439 K
 V = 0.20 V: Tmax = 707 K
 V = 0.30 V: Tmax = 1005 K
 V = 0.50 V: Tmax = 1627 K
 V for Tmax = 1400 K (copper melts, rough): 0.427 V
 current = 2.41 mA, resistance = 83.0 ohm
NEGLECTED EFFECTS
 lattice conduction, constant sigma: formula 688.4 K, solved 688.4 K
 side loss coefficient = 8.11 W/(m K), radial solution 8.11
 Tmax with side loss only = 661 K
 Tmax with lattice conduction and side loss = 645 K
 same, two temperatures: electrons 679 K, atoms 459 K
 filament 100 nm long, radius 20 nm: electrons 658 K, atoms 626 K
 current in that filament = 11.7 mA
 spreading resistance per electrode = 5.0 ohm
 filament share of the voltage = 0.892
 V between cold electrode depths: filament ends at 416 K
 V across filament alone: ideal Tmax = 777 K
 mean free path = 3.3 nm, ballistic resistance = 11.2 ohm
 Lorenz ratio at Tmax / L - 1 = -2.5e-04
 thermopower size = 2.5 uV/K, S^2/L = 2.5e-04
 oxide settling time = 0.10 ns
 mean field = 0.067 MV/cm
every check passed
```
